\section*{The lucky-electron ionisation exponent: two derivations and their limits, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: one electron's flight to threshold}

\subsection{What an average cannot give}

A conduction electron in a strong field can create an electron--hole pair once its kinetic energy reaches a threshold $E_i$. Take $E_i=1.2$ eV, a mean free path of 7 nm between phonon collisions, and a field of 0.3 MV/cm. These are rough values for electrons in silicon. Over one mean free path the electron gains 0.21 eV, far below threshold. An estimate built on this average predicts no ionisation at all until the field reaches about 1.7 MV/cm, where the gain per mean free path equals $E_i$. An estimate that ignores collisions errs the other way: the electron then gains 1.2 eV in every 40 nm and ionises $2.5\times10^{5}$ times per centimetre.

The first estimate gives a sudden onset and the second a growth merely proportional to the field. Neither describes the steep but continuous growth that governs how current multiplication in a junction responds to voltage. The missing quantity is the probability of an unusually long flight. An electron that happens to miss all phonon collisions over the whole distance to threshold is called a lucky electron. Its probability contains the field in an exponent, and this exponent is the result to be derived.

\subsection{Survival along the trajectory}

Let $q>0$ be the magnitude of the electron charge and $F>0$ the magnitude of a uniform field. The $x$ axis points along the force on the electron, opposite to the field vector, so that the force is $+qF$ and no further sign is needed. The electron starts from rest at $x=0$, $t=0$. Its band is isotropic, and the kinetic energy $E(k)$ rises with the wave number $k$. The velocity is then parallel to the wave vector, and the electron moves along a straight line.

Phonon collisions occur at the rate $1/\tau(E)$, which depends on the present energy and not on the earlier history. Let $S(t)$ be the probability that no collision has occurred up to time $t$. To survive until $t+dt$, the electron must survive until $t$ and then escape a collision during $dt$:
\begin{equation}
S(t+dt)=S(t)\left[1-\frac{dt}{\tau(E(t))}\right].
\end{equation}
Subtracting $S(t)$ and dividing by $dt$ gives
\begin{equation}
\frac{dS}{dt}=-\frac{S}{\tau(E(t))},\qquad S(0)=1 .
\end{equation}
Division by $S$ makes the left side the derivative of $\ln S$. Integrating from the start to the time $t_i$ at which the threshold is reached,
\begin{equation}
P\equiv S(t_i)=\exp\left[-\int_0^{t_i}\frac{dt}{\tau(E(t))}\right].
\label{eq:time}
\end{equation}

The time to threshold depends on the band shape. Most of that dependence disappears when energy replaces time as the variable. Between collisions the wave number obeys $\hbar\,dk/dt=qF$, and the speed is $v=(1/\hbar)\,dE/dk$. The chain rule gives
\begin{equation}
\frac{dE}{dt}=\frac{dE}{dk}\,\frac{dk}{dt}
=(\hbar v)\,\frac{qF}{\hbar}=qFv .
\label{eq:power}
\end{equation}
This is the power delivered by the force. Since $v>0$ during the flight, energy increases steadily with time and may serve as the integration variable, with $dt=dE/(qFv)$. The mean free path at energy $E$ is
\begin{equation}
\lambda(E)=v(E)\,\tau(E),
\end{equation}
and therefore
\begin{equation}
\frac{dt}{\tau}=\frac{dE}{qFv\tau}=\frac{dE}{qF\lambda(E)} .
\end{equation}
Substitution in Eq.~(\ref{eq:time}) yields
\begin{equation}
P=\exp\left[-\frac{1}{qF}\int_0^{E_i}\frac{dE}{\lambda(E)}\right].
\label{eq:general}
\end{equation}

For this start from rest and a given threshold, the effective mass and the nonparabolicity enter only through $\lambda(E)$. If $\lambda(E)$ does not itself depend on the field, the integral is a constant of the material at a given temperature, and $\ln P$ is proportional to $1/F$. A constant mean free path is not needed for this. One may define an effective value by
\begin{equation}
\frac{1}{\lambda_{\rm eff}}=\frac{1}{E_i}\int_0^{E_i}\frac{dE}{\lambda(E)},
\end{equation}
which averages the inverse path over energy. Energies at which the mean free path is short therefore weigh most.

A numerical test compares the time integral in Eq.~(\ref{eq:time}) with the energy integral in Eq.~(\ref{eq:general}) for a band that is not parabolic. In atomic units the band is $E(1+0.5E)=k^2/(2\times0.3)$, the collision rate is $0.01\sqrt{E}\,(1+20E)$, and the threshold is 0.044. At a field of $6.0\times10^{-5}$ both integrals equal 4.16376. At twice that field both equal 2.08188, half the first value, as the $1/F$ law requires.

\subsection{Shockley's exponent}

For constant $\lambda$ the integral in Eq.~(\ref{eq:general}) is $E_i/\lambda$, so that
\begin{equation}
P=\exp\left(-\frac{E_i}{qF\lambda}\right)=e^{-d/\lambda},
\qquad d=\frac{E_i}{qF}.
\label{eq:lucky}
\end{equation}
The length $d$ is the distance over which the potential energy drops by $E_i$. The exponent counts how many mean free paths must be crossed without a collision. Doubling the field halves this number, because it halves the distance.

The starting condition matters. If the electron begins with energy $E_0$ and already moves along the force, the lower limit of the integral becomes $E_0$ and the exponent becomes $(E_i-E_0)/(qF\lambda)$. The dependence on $1/F$ remains, with a reduced threshold. When $E_0$ is comparable with $qF\lambda$, the probability rises by a factor of order $e$, so a start from rest is a real assumption and not a harmless convenience.

\subsection{From a probability to a coefficient}

The ionisation coefficient $\alpha$ is the number of ionisations per unit length of drift along the force, for one electron. To obtain it from $P$, one must say what happens after a collision. The simplest rule is total loss: each collision returns the electron to rest. Ionisation is taken to occur at once when $E_i$ is reached, and the electron again restarts from rest.

The motion then consists of independent attempts. An attempt ends at a collision or at $x=d$, whichever comes first. Let $\ell$ be its length. The probability that $\ell$ exceeds $x$ is $e^{-x/\lambda}$ for $x<d$ and zero for $x>d$. The mean of a positive quantity is the integral of the probability that it exceeds $x$, so
\begin{equation}
\langle\ell\rangle=\int_0^d e^{-x/\lambda}\,dx
=\lambda\left(1-e^{-d/\lambda}\right)=\lambda(1-P).
\label{eq:mean}
\end{equation}
In a large number $N$ of attempts there are on average $NP$ ionisations, and the distance covered approaches $N\langle\ell\rangle$. Their ratio is
\begin{equation}
\alpha=\frac{P}{\lambda(1-P)} .
\end{equation}
Dividing numerator and denominator by $P$ and using $1/P=e^{d/\lambda}$,
\begin{equation}
\alpha=\frac{1}{\lambda\left[\exp\left(E_i/qF\lambda\right)-1\right]} .
\label{eq:alpha}
\end{equation}

At low field, $d\gg\lambda$, the exponential is much larger than one and
\begin{equation}
\alpha\simeq\frac{1}{\lambda}\exp\left(-\frac{E_i}{qF\lambda}\right).
\end{equation}
There are then about $1/\lambda$ attempts per unit length, and each succeeds with probability $P$. At high field, $d\ll\lambda$, the expansion $e^{d/\lambda}-1\simeq d/\lambda$ gives $\alpha\simeq1/d=qF/E_i$. Nearly every attempt succeeds, and the field can supply no more than one threshold energy per length $d$. This is the collision-free estimate of the opening paragraph, recovered as a limit.

The steepness follows by differentiation. With $b=E_i/(q\lambda)$, Eq.~(\ref{eq:alpha}) reads $\ln\alpha=-\ln\lambda-\ln(e^{b/F}-1)$, and
\begin{equation}
-\frac{d\ln\alpha}{d(1/F)}
=\frac{b\,e^{b/F}}{e^{b/F}-1}=\frac{b}{1-P}.
\label{eq:slope}
\end{equation}
For small $P$ the slope of $\ln\alpha$ against $1/F$ is therefore close to $E_i/(q\lambda)$. Within this model such a plot yields the mean free path when the threshold is known.

\subsection{A threshold that is not sharp}

An electron above $E_i$ may travel some distance before it ionises. Let the mean path for ionisation above threshold be a constant $L$, while phonon collisions continue with mean path $\lambda$ and total loss. The electron must first reach $d$. Beyond it, the probability of avoiding both events up to $x$ falls as $\exp[-(x-d)(1/\lambda+1/L)]$, and ionisation occurs in $dx$ with probability $dx/L$. The success probability of an attempt is
\begin{equation}
P_{\rm soft}=e^{-d/\lambda}\int_d^\infty\frac{dx}{L}\,
e^{-(x-d)(1/\lambda+1/L)} .
\end{equation}
The integral is $(1/L)/(1/\lambda+1/L)$, and multiplying both parts by $\lambda L$ gives
\begin{equation}
P_{\rm soft}=\frac{\lambda}{\lambda+L}\,P .
\end{equation}
The additional factor does not contain the field. In the total-loss model a soft threshold of this kind lowers the success probability but leaves the exponent unchanged.

\subsection{Numbers for silicon-like parameters}

With energy in eV and length in nm, 1 MV/cm is 0.1 V/nm. At $F=0.3$ MV/cm the force is therefore 0.03 eV/nm, and
\begin{align}
d&=\frac{1.2\ {\rm eV}}{0.03\ {\rm eV/nm}}=40\ {\rm nm},\\
\frac{d}{\lambda}&=\frac{40}{7}=5.71,\\
P&=e^{-5.71}=3.3\times10^{-3}.
\end{align}
About one attempt in 300 succeeds. The inverse mean free path is $1/(7\ {\rm nm})=1.43\times10^{6}$ cm$^{-1}$, so Eq.~(\ref{eq:alpha}) gives
\begin{equation}
\alpha=1.43\times10^{6}\ {\rm cm}^{-1}\times
\frac{3.30\times10^{-3}}{1-0.0033}
=4.7\times10^{3}\ {\rm cm}^{-1}.
\end{equation}
At fixed $\lambda$ and $E_i$, the other two fields give the following values.
\begin{center}
\begin{tabular}{cccc}
$F$ (MV/cm) & $d/\lambda$ & $P$ & $\alpha$ (cm$^{-1}$)\\
0.2 & 8.57 & $1.9\times10^{-4}$ & $2.7\times10^{2}$\\
0.3 & 5.71 & $3.3\times10^{-3}$ & $4.7\times10^{3}$\\
0.4 & 4.29 & $1.4\times10^{-2}$ & $2.0\times10^{4}$
\end{tabular}
\end{center}
Doubling the field from 0.2 to 0.4 MV/cm raises $\alpha$ by a factor of about 74.

The same exponent makes the result sensitive to the mean free path. At 0.3 MV/cm, a path longer by 10\% changes the exponent from 5.71 to 5.19 and raises $P$ by a factor $e^{0.52}\simeq1.7$. A rough value of $\lambda$ therefore gives no more than a rough value of $\alpha$.

Equation~(\ref{eq:alpha}) was tested against two million free paths drawn at random for each of two fields. At 0.3 MV/cm the sample gave 4694 cm$^{-1}$ and the formula 4728 cm$^{-1}$. At 1.0 MV/cm they gave $3.143\times10^{5}$ and $3.138\times10^{5}$ cm$^{-1}$. This agreement confirms the counting of attempts. It says nothing about whether a phonon collision in a solid really returns the electron to rest.

\section{Second derivation: a stationary population, and what both assume}

\subsection{Symbols and results carried over}

The force on the electron is $qF$, its kinetic energy is $E$, its speed $v$ and its phonon collision rate $1/\tau$. The mean free path is $\lambda=v\tau$, and ionisation occurs at $E_i$. The first half followed one electron from rest and found, for constant $\lambda$, the collision-free probability $P=\exp(-E_i/qF\lambda)$. With total loss at each collision, the ionisation coefficient was $\alpha=P/[\lambda(1-P)]$. Below, $\varepsilon=qF\lambda$ denotes the energy gained over one mean free path, and $E_r$ is the phonon energy.

\subsection{Flow through energy space}

Instead of one history, consider many electrons in a steady state. Let $f(k)\,dk$ be the number with wave number between $k$ and $k+dk$ along the force. The force carries them to larger $k$ at the rate $dk/dt=qF/\hbar$. Collisions remove them at the rate $f/\tau$. Every electron that collides or ionises is put back at $k=0$, at a total rate $G$. The new electrons created by ionisation are left out, so the number of electrons stays constant. The Boltzmann equation for $0\le k<k_i$, where $E(k_i)=E_i$, is
\begin{equation}
\frac{\partial f}{\partial t}+\frac{qF}{\hbar}\frac{\partial f}{\partial k}
=-\frac{f}{\tau}+G\,\delta(k).
\end{equation}
In the steady state the time derivative vanishes. Define the flow $J=qFf/\hbar$, the number of electrons passing a given $k$ per unit time. No electron has $k<0$, so integration across $k=0$ gives $J(0^+)=G$. For $k>0$,
\begin{equation}
\frac{dJ}{dk}=-\frac{f}{\tau}=-\frac{\hbar J}{qF\tau}.
\end{equation}
Since $dE=\hbar v\,dk$, division by $\hbar v$ gives
\begin{equation}
\frac{dJ}{dE}=-\frac{J}{qFv\tau}=-\frac{J}{qF\lambda(E)}.
\end{equation}
Integration from $0$ to $E_i$ yields
\begin{equation}
\frac{J(E_i)}{G}=\exp\left[-\frac1{qF}\int_0^{E_i}\frac{dE}{\lambda(E)}\right]=P .
\end{equation}
The lucky-electron exponent now appears as the attenuation of a stationary flow. For constant $\lambda$, $J(E)=Ge^{-E/\varepsilon}$.

The coefficient follows without counting attempts. Ionisations occur at the rate $GP$. The distance drifted per unit time by all electrons together is $\int vf\,dk$. With $f=\hbar J/(qF)$ and $\hbar v\,dk=dE$,
\begin{equation}
\int_0^{k_i}vf\,dk=\frac1{qF}\int_0^{E_i}J\,dE
=\frac{G\varepsilon}{qF}(1-P)=G\lambda(1-P).
\end{equation}
The ratio of the two rates is $\alpha=P/[\lambda(1-P)]$, as before.

Following a single electron and following a stationary population lead to the same exponent and, if every collision returns the electron to rest, to the same ionisation coefficient. It remains to examine what the two derivations assume, and how the coefficient changes when a collision removes only one phonon energy.

Numbers in the example were calculated in double precision.
